\section*{When loss peaks and optical absorption lines differ in bulk media, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two waves in one medium}

Take a uniform medium with $n$ bound oscillators per unit volume, each of strength $f$, meaning that it responds like $f$ electrons. Atomic (Gaussian) units are used in the algebra, with time dependence $e^{-i\omega t}$. A displacement $x$ obeys $\ddot x+\gamma\dot x+\omega_T^2x=-E$, where $E$ is the macroscopic field and $\omega_T$ contains all short-range forces. The polarization is $P=-nfx$, so
\begin{equation}
\ddot P+\gamma\dot P+\omega_T^2P=\frac{\omega_p^2}{4\pi}E,\qquad \omega_p^2=4\pi nf .
\label{eom}
\end{equation}
Let a polarization wave of wave vector $\mathbf q$ ring freely, with $\gamma=0$, $q$ small compared with the inverse spacing of the oscillators, and retardation neglected. Then $\mathbf E$ is curl-free and $\nabla\cdot\mathbf E=-4\pi\nabla\cdot\mathbf P$. If $\mathbf P\perp\mathbf q$ the divergence vanishes, $E=0$, and the wave rings at $\omega_T$. If $\mathbf P\parallel\mathbf q$ then $E=-4\pi P$, Eq.~(\ref{eom}) becomes $\ddot P+(\omega_T^2+\omega_p^2)P=0$, and the frequency is
\begin{equation}
\omega_L^2=\omega_T^2+\omega_p^2 .
\end{equation}
The same oscillators have two resonances, and the gap $\omega_L^2-\omega_T^2=\omega_p^2$ does not depend on the wavelength as long as retardation can be neglected, $q\gg\omega/c$.

\section{The belief}

The belief is that a peak in an electron energy-loss or non-resonant inelastic X-ray spectrum at small momentum transfer marks an optical absorption line at the same energy, with the same shape. It has two good arguments. In first Born approximation both probes excite the target through $\sum_je^{i\mathbf q\cdot\mathbf r_j}$, which for small $q$ reduces to $i\mathbf q\cdot\sum_j\mathbf r_j$ between orthogonal states, the dipole operator of optics; for a single atom the final states are the same and so are the lines. And with $\varepsilon=\varepsilon_1+i\varepsilon_2$ the loss function is
\begin{equation}
L\equiv\mathrm{Im}\left(-\frac1\varepsilon\right)=\frac{\varepsilon_2}{\varepsilon_1^2+\varepsilon_2^2}=\frac{\varepsilon_2}{|\varepsilon|^2},
\label{ratio}
\end{equation}
which looks like $\varepsilon_2$ with a correction factor. The flaw in the first argument is that in an extended medium the operator $\mathbf q\cdot\sum_j\mathbf r_j$ of both scattering probes reaches the longitudinal wave above, whereas light, polarized perpendicular to its wave vector, reaches the transverse one. The flaw in the second is that $|\varepsilon|^2$ is itself resonant.

\section{What each probe holds fixed}

With $E=\mathrm{Re}\,E_0e^{-i\omega t}$ and $P_0=(\varepsilon-1)E_0/4\pi$, the mean power per volume is
\begin{equation}
W=\langle E\dot P\rangle=\tfrac12\mathrm{Re}\left[E_0^*(-i\omega)P_0\right]=\frac{\omega\,\varepsilon_2|E_0|^2}{8\pi}.
\end{equation}
A transverse polarization adds no electrostatic field, so $\varepsilon_2$ is the absorption per squared field inside the medium. An external charge fixes instead the longitudinal $D=E+4\pi P=\varepsilon E$, and inserting $E_0=D_0/\varepsilon$ gives $W=\omega L|D_0|^2/8\pi$ by Eq.~(\ref{ratio}).

The quantum cross sections carry the same function. Let $\rho_{\mathbf q}=\sum_je^{-i\mathbf q\cdot\mathbf r_j}$, and perturb the ground state by $H'=U\rho_{\mathbf q}^\dagger e^{-i\omega t}+\text{h.c.}$, switched on as $e^{\eta t}$. Integrating $i\dot c_m=\langle m|H'|0\rangle e^{i\omega_mt}$ gives
\begin{equation}
c_m=\frac{U\langle m|\rho_{\mathbf q}^\dagger|0\rangle e^{i(\omega_m-\omega)t}}{\omega-\omega_m+i\eta}+\frac{U^*\langle m|\rho_{\mathbf q}|0\rangle e^{i(\omega_m+\omega)t}}{-\omega-\omega_m+i\eta}.
\end{equation}
In $\langle\rho_{\mathbf q}\rangle=\sum_m[c_me^{-i\omega_mt}\langle0|\rho_{\mathbf q}|m\rangle+c_m^*e^{i\omega_mt}\langle m|\rho_{\mathbf q}|0\rangle]$ the terms in $e^{-i\omega t}$, divided by $U$ and the volume $V$, are the density response
\begin{equation}
\chi=\frac1V\sum_m\left[\frac{|\langle m|\rho_{\mathbf q}^\dagger|0\rangle|^2}{\omega-\omega_m+i\eta}-\frac{|\langle m|\rho_{\mathbf q}|0\rangle|^2}{\omega+\omega_m+i\eta}\right].
\label{chi}
\end{equation}
The structure factor per oscillator, to which the non-resonant X-ray cross section is proportional by the golden rule, is $S=N^{-1}\sum_m|\langle m|\rho_{\mathbf q}^\dagger|0\rangle|^2\delta(\omega-\omega_m)$, so $\mathrm{Im}\,\chi=-\pi nS$ for $\omega>0$. The induced density adds the potential energy $v_0\chi U$ with $v_0=4\pi/q^2$. Since $D/E$ equals the ratio of external to total potential, $1/\varepsilon=1+v_0\chi$, and
\begin{equation}
L=-v_0\,\mathrm{Im}\,\chi,\qquad S(q,\omega)=\frac{q^2}{4\pi^2n}L .
\label{S}
\end{equation}
A fast electron of speed $v$ along $z$ couples with matrix element $v_0/V$ and, recoil neglected, loses $\omega=q_zv$. Its rate per unit energy loss is $V\!\int\!\frac{d^3q}{(2\pi)^3}\,2\pi\frac{v_0^2}{V^2}NS\,\delta(\omega-q_zv)$. The delta function gives $1/v$, $nS=L/\pi v_0$, and a further $1/v$ converts time to path length. For $L$ independent of $q$ up to a largest transfer $q_c$,
\begin{equation}
\frac{dP}{dx\,d\omega}=\frac{L}{\pi^2v^2}\int\frac{d^2q_\perp}{q_\perp^2+\omega^2/v^2}=\frac{2}{\pi v^2}\,L\,\ln\frac{q_cv}{\omega},
\end{equation}
where $q_c^2=q_{\perp,\max}^2+\omega^2/v^2$. The logarithm varies slowly, so within this formula narrow peaks are those of $L$. The formula neglects retardation; since the smallest transfer in the integral is $\omega/v$, the condition $q\gg\omega/c$ requires $v\ll c$. Electrons in a transmission microscope, with $v/c$ of about 0.5 to 0.7, do not meet it; where $\varepsilon_1v^2/c^2>1$, as can happen just below a strong absorption line, Cherenkov loss can add a maximum that $L$ does not have. The coefficient of the logarithm was tested separately by Fourier transforming in time the Coulomb field of a passing charge at small impact parameter: times $v^2$ it comes out as $0.63665$, against $2/\pi=0.63662$.

\section{The term that separates them}

In a crystal the induced density has components $\delta n_{\mathbf G}$ at $\mathbf q+\mathbf G$. Let $\Pi$ be the matrix of response to the total potential (the independent-particle response in the random-phase approximation, the irreducible polarizability in general), and $v_{\mathbf G}=4\pi/|\mathbf q+\mathbf G|^2$. Split $v=v_0+\bar v$, where $\bar v$ has its $\mathbf G=0$ element set to zero. The external potential $\phi_{\rm ext}$ has only a $\mathbf G=0$ component, along the unit vector $e_0$. The total potential is then $\phi_Me_0+\bar v\,\delta n$, with macroscopic part $\phi_M=\phi_{\rm ext}+v_0\delta n_0$. Hence
\begin{align}
\delta n&=\Pi(\phi_Me_0+\bar v\,\delta n)\;\Rightarrow\;\delta n=\bar\chi\,e_0\phi_M,\qquad\bar\chi=(1-\Pi\bar v)^{-1}\Pi,\\
\phi_{\rm ext}&=\phi_M-v_0\delta n_0=(1-v_0\bar\chi_{00})\phi_M .
\end{align}
The macroscopic dielectric function is $\varepsilon_M=\phi_{\rm ext}/\phi_M$, and the full response is $\chi_{00}=\delta n_0/\phi_{\rm ext}$:
\begin{equation}
\varepsilon_M=1-v_0\bar\chi_{00},\qquad\chi_{00}=\frac{\bar\chi_{00}}{1-v_0\bar\chi_{00}},\qquad\frac1{\varepsilon_M}=1+v_0\chi_{00}.
\label{dyson}
\end{equation}
So $\varepsilon_2=-v_0\,\mathrm{Im}\,\bar\chi_{00}$ and $L=-v_0\,\mathrm{Im}\,\chi_{00}$. Both contain every short-range local field through $\bar v$; only the loss contains the feedback of $v_0$. That feedback survives $q\to0$: in an insulator the matrix elements of $\rho_{\mathbf q}^\dagger$ between the ground and excited states are of order $q$, so $\bar\chi_{00}\propto q^2$ cancels the $1/q^2$. Using $\varepsilon_M$ for light assumes that the transverse and longitudinal dielectric functions agree at $q\to0$ in a cubic or isotropic medium; the lattice model below shows this explicitly.

For several discrete transitions take $\Pi=RdR^\dagger$, with transition densities $R_{\mathbf Gt}$ and $d_t=2\omega_t/(\omega^2-\omega_t^2)$, the sum of the two terms of Eq.~(\ref{chi}) when their weights are equal. For either interaction $u=v$ or $\bar v$, the identity $(1-RdR^\dagger u)R=Rd(d^{-1}-R^\dagger uR)$ gives $(1-\Pi u)^{-1}\Pi=R(d^{-1}-R^\dagger uR)^{-1}R^\dagger$. With $\Lambda=\mathrm{diag}\sqrt{2\omega_t}$ one has $d^{-1}=\Lambda^{-1}(\omega^2-\omega_t^2)\Lambda^{-1}$, so
\begin{equation}
(1-\Pi u)^{-1}\Pi=R\Lambda(\omega^2-M_u)^{-1}\Lambda R^\dagger,\qquad M_u=\mathrm{diag}\,\omega_t^2+\Lambda R^\dagger uR\Lambda .
\end{equation}
With $a=\Lambda R^\dagger e_0$ and the eigenpairs $\Omega_{T,k}^2,\,b_k$ of the Hermitian $M_{\bar v}$, this gives $\varepsilon_M=1+\sum_kF_k/(\Omega_{T,k}^2-\omega^2)$ with $F_k=v_0|a^\dagger b_k|^2\ge0$. For distinct poles with $F_k>0$, $\varepsilon_M$ increases with $\omega^2$ from $-\infty$ to $+\infty$ between neighbouring poles, and from $-\infty$ to 1 above the last. Each absorption pole therefore has one zero of $\varepsilon_M$, a loss pole $\Omega_{L,k}$, above it and below the next absorption pole; a mode with $F_k=0$ appears in neither spectrum. Because $M_v=M_{\bar v}+v_0aa^\dagger$, the traces give $\sum_k(\Omega_{L,k}^2-\Omega_{T,k}^2)=v_0a^\dagger a=\sum_kF_k$, which is the $\omega_p^2$ of the asymptotic form $\varepsilon_M\to1-\omega_p^2/\omega^2$. Equation~(\ref{dyson}), the interlacing and the trace rule were tested on a random model by inverting the full dielectric matrix and diagonalizing $M_u$.

\section{The Lorentz oscillator inverted}

Equation~(\ref{eom}) gives $4\pi P_0/E_0=\omega_p^2/\Delta$ with $\Delta=\omega_T^2-\omega^2-i\gamma\omega$. Adding a real background $\varepsilon_b$ for higher-lying transitions, $\varepsilon=\varepsilon_b+\omega_p^2/\Delta$, and
\begin{equation}
\frac1\varepsilon=\frac{\Delta}{\varepsilon_b\Delta+\omega_p^2}=\frac1{\varepsilon_b}\,\frac{(\Delta+\omega_p^2/\varepsilon_b)-\omega_p^2/\varepsilon_b}{\Delta+\omega_p^2/\varepsilon_b}=\frac1{\varepsilon_b}-\frac{\omega_p^2/\varepsilon_b^2}{\Delta+\omega_p^2/\varepsilon_b}.
\label{inv}
\end{equation}
For $\varepsilon_b=1$, $L$ is exactly $\varepsilon_2$ with $\omega_T^2$ replaced by $\omega_L^2$. Both functions have the form
\begin{equation}
F_A(\omega)=\frac{\omega_p^2\gamma\omega}{(A-\omega^2)^2+\gamma^2\omega^2}=\frac{\omega_p^2}{\gamma\omega}\,\frac1{1+y^2},\qquad y=\frac{A-\omega^2}{\gamma\omega},
\end{equation}
with $A=\omega_T^2$ or $\omega_L^2$. The power spectrum $\omega F_A$ peaks at $y=0$, exactly at $\sqrt A$, with height $\omega_p^2/\gamma$. Its half maxima $y=\pm1$ solve $\omega^2\pm\gamma\omega-A=0$, so $\omega=\mp\gamma/2+\sqrt{A+\gamma^2/4}$ and the full width is $\gamma$. The bare $F_A$ peaks lower, though only slightly when $\gamma\ll\sqrt A$. With $u=\omega^2$ and denominator $B=(A-u)^2+\gamma^2u$, stationarity of $\sqrt u/B$ requires $B=2u\,dB/du$, that is $(A-u)^2+4u(A-u)-\gamma^2u=0$, or $3u^2-(2A-\gamma^2)u-A^2=0$, so
\begin{equation}
\omega_{\rm peak}^2=\tfrac16\left[2A-\gamma^2+\sqrt{(2A-\gamma^2)^2+12A^2}\right].
\end{equation}
Define $s=\omega_p^2/(\gamma\omega_T)$ and $s_L=\omega_p^2/(\gamma\omega_L)$. At $\omega_T$, $\Delta=-i\gamma\omega_T$, so $\varepsilon=1+is$ and $L=s/(1+s^2)$. At $\omega_L$, Eq.~(\ref{inv}) gives $1/\varepsilon=1-is_L$, so $L=s_L$ and $\varepsilon_2=s_L/(1+s_L^2)$. When $s$ and $s_L$ are both large, each spectrum is small where the other peaks. The extreme case is $\omega_T=0$, the Drude metal, whose $\omega L$ peaks at $\omega_p$ while $\omega\varepsilon_2$ is largest at zero frequency.

The spectra share their first moment. Write $g=\omega F_A$, an even function of $y$. The substitution $\omega\to A/\omega$ sends $y\to-y$, so $\int_0^\infty g\,d\omega=\int_0^\infty g\,(A/\omega^2)\,d\omega$. Averaging the two sides and using $dy=-(1+A/\omega^2)\,d\omega/\gamma$,
\begin{equation}
\int_0^\infty\omega F_A\,d\omega=\frac\gamma2\int_{-\infty}^\infty\frac{\omega_p^2}{\gamma}\frac{dy}{1+y^2}=\frac{\pi\omega_p^2}{2},\qquad\frac2\pi\int_0^\infty\frac{F_A}{\omega}\,d\omega=\frac{\omega_p^2}{A},
\end{equation}
the second following from $F_A/\omega=g/\omega^2$ and the substitution identity. The $f$-sum does not depend on $A$ and cannot tell the spectra apart. The inverse moments can: since $\varepsilon(0)=1+\omega_p^2/\omega_T^2=\omega_L^2/\omega_T^2$ (the Lyddane--Sachs--Teller relation of this model), they equal $\varepsilon(0)-1$ for absorption and $\omega_p^2/\omega_L^2=1-1/\varepsilon(0)$ for loss.

Absorption and loss thus follow the transverse and longitudinal resonances of the same oscillators, separated by $\omega_L^2-\omega_T^2=\omega_p^2$ when there is no background. It remains to show that localizing the oscillators does not remove this splitting, to find when the two spectra nevertheless coincide, and to put numbers to both cases.
